# Irwin's Closure Integral and the Mode I Energy Release Rate

In a linear-elastic solid every stress and displacement is proportional to the load, so the energy released when a crack grows is quadratic in the load. Close to the tip the load enters through one amplitude, the stress-intensity factor $K$, defined by the normal stress at a distance $x$ straight ahead of the tip:

$$\sigma_{yy}(x)\to\frac{K}{\sqrt{2\pi x}}\qquad (x\to 0^+).$$

Its unit is $\mathrm{Pa\,m^{1/2}}$. Let $G$ be the energy released per unit of new crack area, in $\mathrm{J/m^2}=\mathrm{Pa\,m}$. If the near-tip field alone decides $G$, the available quantities are $K$, Young's modulus $E$ and the dimensionless Poisson's ratio $\nu$. Since $K^2$ has the unit $\mathrm{Pa^2\,m}$, one power of $E$ must divide it:

$$G=f(\nu)\,\frac{K^2}{E}.$$

Dimensions cannot supply $f(\nu)$, nor prove that the near-tip field suffices. Irwin's closure integral does both, and gives $f=1-\nu^2$ in plane strain.

The solid is taken as homogeneous and isotropic, with small strains. The crack lies along the negative $x$ axis, with its front along $z$, and grows straight ahead. Its faces are free of traction and open, so $K>0$. The loading is symmetric about the crack plane (mode I), so no shear stress acts on that plane. Plane strain means that the strain $\varepsilon_{zz}$ vanishes.

Let the tip advance from $x=0$ to $x=\Delta$ while the outer conditions and the temperature stay fixed. Call the states before and after $a$ and $b$. Imagine the segment $0<x<\Delta$ already cut, but held shut by applying to its faces the traction $\sigma_{yy}(x)$ that the intact material carried. Nothing has moved, so this is still state $a$. Now reduce the applied traction to $(1-\lambda)\sigma_{yy}(x)$, with $\lambda$ rising slowly from 0 to 1. By linearity the opening of the segment is $\lambda\,\delta$, where $\delta$ is the displacement of the upper face minus that of the lower face in state $b$.

The holding traction pulls the upper face down and the lower face up, against the motion. Its work on the body, per unit length of front, is therefore negative:

$$-\int_0^1 d\lambda\,(1-\lambda)\int_0^\Delta \sigma_{yy}\,\delta\,dx=-\frac12\int_0^\Delta\sigma_{yy}\,\delta\,dx .$$

In a slow process this work equals the change in potential energy of the body and its loads. The body has given up the opposite amount. Dividing by the new area $\Delta\times1$ and letting the advance shrink,

$$G=\lim_{\Delta\to0}\frac{1}{2\Delta}\int_0^\Delta\sigma_{yy}(x)\,\delta(\Delta-x)\,dx .$$

The factor $\tfrac12$ comes from the traction falling as the opening grows. The argument of $\delta$ is the distance behind the new tip: the point at $x$ lies $\Delta-x$ behind it. The traction belongs to the old crack and the opening to the new one.

The same work can be read off the outer boundary, which shows that the manner of loading does not matter. Consider a body without thermal strains and apply Betti's reciprocal theorem to the two states in the body cut up to $x=\Delta$. With $\mathbf t$ the traction on a boundary and $\mathbf u$ the displacement, the integral of $\mathbf t_a\cdot\mathbf u_b-\mathbf t_b\cdot\mathbf u_a$ over the whole boundary is zero. On the new faces $\mathbf t_b=0$, while $\mathbf t_a$ is $-\sigma_{yy}\hat{\mathbf y}$ above and $+\sigma_{yy}\hat{\mathbf y}$ below, so they contribute $-\int\sigma_{yy}\delta\,dx$. Hence, over the outer boundary,

$$\frac12\oint(\mathbf t_a\cdot\mathbf u_b-\mathbf t_b\cdot\mathbf u_a)\,ds=\frac12\int_0^\Delta\sigma_{yy}\,\delta\,dx .$$

For dead loads, $\mathbf t_a=\mathbf t_b=\mathbf t$. The strain energy is $\frac12\oint\mathbf t\cdot\mathbf u\,ds$ and the potential energy of the loads is $-\oint\mathbf t\cdot\mathbf u\,ds$, so the total is $-\frac12\oint\mathbf t\cdot\mathbf u\,ds$, and its decrease is the left side above. For fixed grips, $\mathbf u_a=\mathbf u_b$ on the boundary, the loads do no work, and the left side is the decrease in strain energy. Thermal stress is covered by the cutting argument: the thermal strains are the same in both states, the response to the released traction is still linear, and the energy concerned is the free energy at fixed temperature.

The two near-tip fields are now needed. Let $Z(z)$ be an analytic function of $z=x+iy$, with derivative $Z'$ and integral $\bar Z$ (so $\bar Z'=Z$; the bar is not complex conjugation). Try

$$\sigma_{xx}=\mathrm{Re}\,Z-y\,\mathrm{Im}\,Z',\quad \sigma_{yy}=\mathrm{Re}\,Z+y\,\mathrm{Im}\,Z',\quad \sigma_{xy}=-y\,\mathrm{Re}\,Z'.$$

For any analytic $F$, $\partial_y\mathrm{Re}\,F=-\mathrm{Im}\,F'$ and $\partial_y\mathrm{Im}\,F=\mathrm{Re}\,F'$. Equilibrium then holds in both directions:

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=(\mathrm{Re}\,Z'-y\,\mathrm{Im}\,Z'')+(-\mathrm{Re}\,Z'+y\,\mathrm{Im}\,Z'')=0,$$

$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=-y\,\mathrm{Re}\,Z''+(-\mathrm{Im}\,Z'+\mathrm{Im}\,Z'+y\,\mathrm{Re}\,Z'')=0.$$

In plane strain $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$. With the shear modulus $\mu=E/[2(1+\nu)]$, Hooke's law becomes $2\mu\varepsilon_{xx}=\sigma_{xx}-\nu(\sigma_{xx}+\sigma_{yy})$, and likewise for $\varepsilon_{yy}$. As $\sigma_{xx}+\sigma_{yy}=2\,\mathrm{Re}\,Z$,

$$2\mu\varepsilon_{xx}=(1-2\nu)\mathrm{Re}\,Z-y\,\mathrm{Im}\,Z',\qquad 2\mu\varepsilon_{yy}=(1-2\nu)\mathrm{Re}\,Z+y\,\mathrm{Im}\,Z'.$$

These are the derivatives $2\mu\,\partial_xu_x$ and $2\mu\,\partial_yu_y$ of

$$2\mu u_x=(1-2\nu)\mathrm{Re}\,\bar Z-y\,\mathrm{Im}\,Z,\qquad 2\mu u_y=2(1-\nu)\mathrm{Im}\,\bar Z-y\,\mathrm{Re}\,Z .$$

For the second, differentiation gives $2(1-\nu)\mathrm{Re}\,Z-\mathrm{Re}\,Z+y\,\mathrm{Im}\,Z'$, as required. The shear relation $\sigma_{xy}=\mu(\partial_yu_x+\partial_xu_y)$ also holds: $2\mu\,\partial_yu_x=-2(1-\nu)\mathrm{Im}\,Z-y\,\mathrm{Re}\,Z'$ and $2\mu\,\partial_xu_y=2(1-\nu)\mathrm{Im}\,Z-y\,\mathrm{Re}\,Z'$, and half their sum is $-y\,\mathrm{Re}\,Z'$.

On $y=0$ the shear stress vanishes and $\sigma_{yy}=\mathrm{Re}\,Z$. A power $Z=Cz^p$ with real $C$ is real ahead of the tip. On the faces, where $z=s\,e^{\pm i\pi}$, its real part is $Cs^p\cos p\pi$, which must vanish, so $p$ is a half-integer. The choice $p=-\tfrac32$ would give an energy density growing as $r^{-3}$ at distance $r$ from the tip, and infinite energy in any disc around it; lower powers are worse. The trial form does not contain every symmetric field; the general expansion adds whole-number powers. The power $p=-1$ is a point force at the tip, again with infinite energy. Those with $p\ge0$ are polynomial fields that give neither $\sigma_{yy}$ on the crack line nor an opening; the first is the uniform stress $T$ treated below. The strongest admissible singularity is $p=-\tfrac12$, and the definition of $K$ fixes its coefficient:

$$Z=\frac{K}{\sqrt{2\pi z}},\qquad \bar Z=2K\sqrt{\frac{z}{2\pi}} .$$

On the upper face $\sqrt z=i\sqrt s$, so $\mathrm{Im}\,\bar Z=2K\sqrt{s/2\pi}$, and the term with $y$ drops out. Since $(1-\nu)/\mu=2(1-\nu)(1+\nu)/E=2(1-\nu^2)/E$, define the plane-strain modulus $E'=E/(1-\nu^2)$. Then

$$u_y=\frac{1-\nu}{\mu}\,2K\sqrt{\frac{s}{2\pi}}=\frac{4K}{E'}\sqrt{\frac{s}{2\pi}} .$$

The lower face moves by the opposite amount, so the opening is twice this:

$$\delta(s)=\frac{8K}{E'}\sqrt{\frac{s}{2\pi}} .$$

Put traction and opening into the closure integral:

$$\frac1{2\Delta}\int_0^\Delta\frac{K}{\sqrt{2\pi x}}\,\frac{8K}{E'}\sqrt{\frac{\Delta-x}{2\pi}}\,dx=\frac{2K^2}{\pi E'\Delta}\int_0^\Delta\sqrt{\frac{\Delta-x}{x}}\,dx .$$

With $x=\Delta\sin^2\varphi$, the root becomes $\cos\varphi/\sin\varphi$ and $dx=2\Delta\sin\varphi\cos\varphi\,d\varphi$, so

$$\int_0^\Delta\sqrt{\frac{\Delta-x}{x}}\,dx=2\Delta\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\frac{\pi\Delta}{2},$$

and therefore

$$\boxed{G=\frac{K^2}{E'}=\frac{(1-\nu^2)K^2}{E}} .$$

The traction diverges where the cut begins, but the product is integrable. As $\Delta$ shrinks, the typical traction grows as $\Delta^{-1/2}$ and the typical opening falls as $\Delta^{1/2}$, which leaves a finite energy per area. In a real body the two fields have relative corrections that vanish at the tip, and the opening carries the $K$ of the longer crack. If $K$ varies continuously with crack length, both effects disappear in the limit. This justifies the opening assumption that the near-tip field decides $G$.

A uniform extra stress $\sigma_{xx}=T$ parallel to the crack has no effect at fixed $K$. It adds nothing to $\sigma_{yy}$, and its displacement $u_y$ is proportional to $y$, so it produces no jump across the crack.

For a thin sheet in plane stress, $\sigma_{zz}=0$ replaces $\varepsilon_{zz}=0$. The in-plane Hooke's law keeps its form if $\nu$ is replaced by $\nu/(1+\nu)$ at fixed $\mu$. Then $(1-\nu)/\mu$ becomes $1/[(1+\nu)\mu]=2/E$, so $E'$ gives way to $E$ and $G=K^2/E$. At the same $K$ this is larger, because the material is free to contract along the front and the crack opens more. The two results meet at $\nu=0$.

A crack of finite length shows how the limit is approached. Let it occupy $|x|<a$ in an infinite body under equal remote tension $\sigma$ along $x$ and $y$. The function

$$Z=\frac{\sigma z}{\sqrt{z^2-a^2}},\qquad \bar Z=\sigma\sqrt{z^2-a^2}$$

is imaginary on the faces and tends to $\sigma$ far away, as required. Ahead of the right tip $\sigma_{yy}=\sigma x/\sqrt{x^2-a^2}$. At $x=a+\xi$ with small $\xi$ this is $\sigma a/\sqrt{2a\xi}$, and comparison with $K/\sqrt{2\pi\xi}$ gives $K=\sigma\sqrt{\pi a}$. The opening follows from $\mathrm{Im}\,\bar Z$ as before, and is $(4\sigma/E')\sqrt{a^2-x^2}$.

Let both tips advance by $\Delta$, so that the new half-length is $b=a+\Delta$. The closure work per unit area at one tip is

$$G_\Delta=\frac{1}{2\Delta}\,\frac{4\sigma^2}{E'}\int_a^b x\sqrt{\frac{b^2-x^2}{x^2-a^2}}\,dx .$$

Substituting $x^2=a^2+(b^2-a^2)v$ turns the integral into $\tfrac12(b^2-a^2)\int_0^1\sqrt{(1-v)/v}\,dv=\tfrac{\pi}{4}(b^2-a^2)$. Since $b^2-a^2=\Delta(2a+\Delta)$,

$$G_\Delta=\frac{\pi\sigma^2(2a+\Delta)}{2E'}=\frac{K^2}{E'}\left(1+\frac{\Delta}{2a}\right).$$

This is the average of $\pi\sigma^2a'/E'$ over half-lengths $a'$ from $a$ to $b$, as it should be for a finite advance. To first order in $\Delta/a$ the whole correction comes from the change in $K$: the near-tip fields with the old and new factors give $K_aK_b/E'=(K^2/E')\sqrt{1+\Delta/a}$, which has the same linear term. The corrections to the field shapes cancel at this order. They multiply the traction by $1+3x/4a$, with $x$ now measured from the old tip, and the opening by $1-s/4a$. Weighted with the closure integrand, the mean of $x$ is $\Delta/4$ and that of $s$ is $3\Delta/4$, so the two contributions are $+3\Delta/16a$ and $-3\Delta/16a$.

As an example, take a crack running through the thickness of a glass core in a chip package at the peak of solder reflow. The metal and polymer layers on the core expand more than the glass and pull it into in-plane tension. The model uses $E=75$ GPa, $\nu=0.23$, $\sigma=30$ MPa and $a=50$ µm. Then

$$E'=\frac{75}{1-0.23^2}=79.2\ \mathrm{GPa},\qquad K=30\sqrt{\pi\times50\times10^{-6}}=0.376\ \mathrm{MPa\,m^{1/2}},$$

$$G=\frac{(0.376\times10^6)^2}{79.2\times10^9}=1.79\ \mathrm{J/m^2}=1790\ \mathrm{mJ/m^2}.$$

At 1 µm ahead of the tip the near-tip law gives a traction of 150.0 MPa and the full solution 152.2 MPa. At 1 µm behind it, the openings are 15.15 and 15.08 nm. The differences, about $+1.5\%$ and $-0.5\%$ of the near-tip values, are the terms $3x/4a$ and $-s/4a$. Numerical closure with the full fields gives 2.232, 1.875, 1.794 and 1.786 J/m² for $\Delta/a=0.5$, 0.1, 0.01 and 0.001, in the ratios 1.25, 1.05, 1.005 and 1.0005 to $K^2/E'$ that the formula predicts.

Two tests avoid the closure integral. For growth from $a$ to $1.5a$ at both tips, the reciprocal work on a circle around the crack is 111.58 µJ per metre of front, equal to the closure work to the digits shown. The second test is the J-integral, taken from the lower to the upper face along a contour around one tip,

$$J=\int\left(W n_x-\mathbf t\cdot\partial_x\mathbf u\right)ds,$$

where $W$ is the strain energy density and $\mathbf n$ the outward normal. For a very small contour moving with the tip, the near-tip field is carried along, so a material point is displaced by $-\partial_x\mathbf u$ per unit advance. The first term is then the strain energy swept in and the second is the work done by the material outside, so $J=G$. Larger contours give the same value: between two contours the integrand has the divergence $\partial_xW-\sum_{ij}\partial_j(\sigma_{ij}\,\partial_xu_i)$, which vanishes because $\sum_j\partial_j\sigma_{ij}=0$ and $\partial_xW=\sum_{ij}\sigma_{ij}\,\partial_x\partial_ju_i$, and the crack faces add nothing because $n_x=0$ and $\mathbf t=0$ there. Circles of radius $0.5a$ and $0.2a$ both give 1.785 J/m². Removing the remote stress parallel to the crack, at fixed $\sigma_{yy}$, leaves this value unchanged. The numerical output below lists these results.

All the inputs are rough values for such a core, and the stress depends strongly on the thickness and pattern of the layers. Fast fracture of glass needs roughly $K=0.7\ \mathrm{MPa\,m^{1/2}}$, or $G=6.2\ \mathrm{J/m^2}$, which at the same stress in this model corresponds to a half-length of about 170 µm, if the layers do not restrain the opening. The crack is therefore well below fast fracture. It lies somewhat above the rough $0.3\ \mathrm{MPa\,m^{1/2}}$ at which water-assisted growth is taken to matter, so slow growth is possible if moisture reaches the tip. That judgement rests on a ratio of 1.25 between rough numbers, and both reference values of $K$ are typical of room temperature, not of 250 °C. The formula gives the energy on offer; the resistance is a separate property of the material and its surroundings. Of the neglected effects sized here, the temperature dependence of the load is the largest. If the stress is proportional to the distance from a stress-free temperature of 180 °C, a peak of 260 instead of 250 °C raises $G$ by the factor $(80/70)^2$, or 31%. This requires the layers to stay elastic at the peak. A force balance puts the copper needed for 30 MPa in the glass at roughly 60 to 100 MPa, and if it yields or creeps there the stress levels off and the change is much smaller. Two further departures lie outside the two-dimensional model. One is uneven stress near copper vias. The other is the restraint by intact layers that bridge the crack at both surfaces of the core: they hold back its opening and lower $G$, the more so as the crack length approaches the core thickness. For solid copper some 60 µm thick on each face the reduction is of order 15% at $a=50$ µm and 40% at 170 µm, more than any of the smaller effects listed below.

The same linear scaling gives $-66$ MPa at 25 °C if the layers stay elastic; yielding of the copper during cooling would make the compression smaller, while yielding at the hot peak raises the stress-free temperature and can make it larger. The formula must not be used there: $K^2$ would stay positive, but the computed opening would be negative, meaning that the faces pass through each other. In reality they touch and carry the load, and this mode I driving force vanishes. That holds for this crack in a uniform in-plane stress; near cut edges and vias, cooling can still put the glass locally in tension.

The other effects sized here are smaller. The core is 500 µm thick, ten times the half-length, which favours plane strain in the interior; plane stress along the whole front would raise $G$ by 5.6% at the same $K$. A modulus loss of roughly $10^{-4}$ per kelvin between 25 and 250 °C raises $G$ by 2.3% at the same stress; the sign depends on the glass, and silica stiffens on heating.

Neighbouring cracks can be included by taking a row of equal collinear cracks with period $w$, for which $Z=\sigma\sin(\pi z/w)/\sqrt{\sin^2(\pi z/w)-\sin^2(\pi a/w)}$. Expanding the root at $x=a+\xi$ gives

$$K=\sigma\sqrt{w\tan(\pi a/w)},$$

which returns to $\sigma\sqrt{\pi a}$ for $w\gg a$. A period of 1 mm raises $G$ by 0.8%.

Finally, no solid carries infinite stress. Suppose that a cohesive traction $\sigma_c$ acts over a short length $\ell$ behind the tip. A pair of opening forces $P$ per unit length of front, at distance $s$ behind the tip, has $Z=P\sqrt{s/z}/[\pi(z+s)]$ and so gives $K=P\sqrt{2/(\pi s)}$. The cohesive traction pulls the faces together, and integration over $0<s<\ell$ gives a contribution $-\sigma_c\sqrt{8\ell/\pi}$. The singularity is cancelled when

$$\ell=\frac{\pi}{8}\left(\frac{K}{\sigma_c}\right)^2 .$$

For a rough $\sigma_c=5$ GPa this is about 2 nm. At that scale a continuum estimate gives no more than an order of magnitude, but the zone is far smaller than the 50 µm half-length, so the elastic field around it can still be described by $K$. If $\ell$ were comparable with $a$ or with the distance to a boundary, that description would fail. The derivation also does not cover a crack between two different materials, where the symmetry that gave equal and opposite face displacements and no shear is lost.

## Table of computed values

```
Young's modulus E = 75.0 GPa
Poisson's ratio nu = 0.23
shear modulus mu = 30.49 GPa
plane-strain modulus E' = 79.19 GPa
remote tension = 30.0 MPa
crack half-length a = 50.0 um
core thickness = 500 um
thickness / half-length = 10.0
stress-intensity factor K = 0.3760 MPa sqrt(m)
G = K^2/E' = 1.7852 J/m^2
G in other units = 1785.2 mJ/m^2
integral of sqrt((1-t)/t), 0 to 1 = 1.570796
closure, near-tip fields, D/a=0.001: 1.7852 J/m^2
closure, near-tip fields, D/a=0.1: 1.7852 J/m^2
closure, full fields, D/a=0.5: 2.2316 J/m^2, ratio to K^2/E' 1.25000
closure, full fields, D/a=0.1: 1.8745 J/m^2, ratio to K^2/E' 1.05000
closure, full fields, D/a=0.01: 1.7942 J/m^2, ratio to K^2/E' 1.00500
closure, full fields, D/a=0.001: 1.7861 J/m^2, ratio to K^2/E' 1.00050
J-integral, radius 0.5a, biaxial = 1.7852 J/m^2
J-integral, radius 0.2a, biaxial = 1.7852 J/m^2
J-integral, radius 0.5a, uniaxial = 1.7852 J/m^2
closure work, a to 1.5a, both tips = 111.578 uJ/m
outer-boundary work, same growth = 111.578 uJ/m
near-tip traction 1 um ahead = 150.00 MPa
full-field traction 1 um ahead = 152.24 MPa
near-tip opening 1 um behind = 15.15 nm
full-field opening 1 um behind = 15.08 nm
opening at crack centre = 75.77 nm
rough K for fast fracture = 0.7 MPa sqrt(m)
G at fast fracture = 6.19 J/m^2
half-length for fast fracture = 173 um
rough K for water-assisted growth = 0.3 MPa sqrt(m)
K / K for water-assisted growth = 1.25
rough stress-free temperature = 180 C
rough peak reflow temperature = 250 C
G change if peak is 10 K hotter = 30.6 %
stress at 25 C, linear scaling = -66.4 MPa
period of neighbouring cracks = 1.0 mm
G change from neighbours = 0.83 %
G change, plane stress for plane strain = 5.59 %
rough modulus loss per kelvin = 1e-04 1/K
G change from softening, same stress = 2.30 %
rough cohesive strength = 5.0 GPa
process-zone length = 2.22 nm
```
